# Midgap decay length of a contact state in a two-band semiconductor

## Problem

A metal touches a semiconductor at the plane $z=0$, and the semiconductor fills $z>0$. An electron in the metal whose energy lies in the semiconductor's gap cannot propagate into the semiconductor, but its wave function has a tail there. How far does the tail reach when the energy lies at the middle of the gap?

Describe the semiconductor by one conduction band and one valence band that are mirror images about midgap and are coupled linearly in the wave number $k$. The gap is $E_g=1.42$ eV. Both band edges have an effective mass of magnitude $m\,m_0$, where $m_0$ is the free-electron mass and $m=0.067$. The electron has no wave number parallel to the contact, the semiconductor is thick, and there is no electric field inside it.

Find the density decay length $L$, the distance over which the probability density falls by a factor $1/e$. Density here means the density averaged over a unit cell, so that the rapid variation within each cell is removed. Energies $E$ are measured from midgap, in eV, and lengths are in nm. The constant needed is $\hbar^2/m_0=0.07620$ eV nm$^2$.

## First estimate by scaling

The band edges are fixed by $E_g$ and the mass $m\,m_0$. Together with $\hbar$, these two quantities form one length,

$$
\ell_0=\frac{\hbar}{\sqrt{m\,m_0E_g}} .
$$

The answer must therefore be a pure number times $\ell_0$. With the given values,

$$
\ell_0=\sqrt{\frac{0.07620}{0.067\times1.42}}\ \text{nm}=0.895\ \text{nm}.
$$

To estimate the pure number, forget the valence band and treat the semiconductor as a potential barrier for a particle of mass $m\,m_0$. At midgap the energy is $E_g/2$ below the conduction edge. For an amplitude proportional to $e^{-\kappa_{\rm p}z}$, the Schrödinger equation of this single parabolic band gives

$$
\frac{\hbar^2\kappa_{\rm p}^2}{2m\,m_0}=\frac{E_g}{2},
\qquad
\kappa_{\rm p}=\frac{\sqrt{m\,m_0E_g}}{\hbar}=\frac1{\ell_0}.
$$

The density is the square of the amplitude and falls as $e^{-2\kappa_{\rm p}z}$. The estimate is therefore

$$
L_{\rm p}=\frac{1}{2\kappa_{\rm p}}=\frac{\ell_0}{2}=0.4475\ \text{nm}.
$$

The weak point is the use of a band-edge mass half a gap away from the edge. At midgap the valence band is as near in energy as the conduction band, so there is no reason to ignore it.

## Exact solution of the two-band model

### The bands and their coupling

Let $a$ and $b$ be the slowly varying amplitudes of the conduction and valence Bloch functions. With a suitable choice of their phases, the Hamiltonian for motion along $z$ is

$$
H(k)=
\begin{pmatrix}
E_g/2 & Ak\\
Ak & -E_g/2
\end{pmatrix},
$$

where $A$ is a real, positive coupling constant, in eV nm. A solution with energy $E$ exists when the determinant of $H-E$ vanishes:

$$
\left(\frac{E_g}{2}-E\right)\left(-\frac{E_g}{2}-E\right)-A^2k^2=0 .
$$

The product of the two brackets is $E^2-(E_g/2)^2$, so

$$
E^2=\left(\frac{E_g}{2}\right)^2+A^2k^2. \tag{1}
$$

The edge mass fixes $A$. Taking the positive root and expanding for small $k$ gives

$$
E=\frac{E_g}{2}\sqrt{1+\frac{4A^2k^2}{E_g^2}}
\simeq\frac{E_g}{2}+\frac{A^2k^2}{E_g}.
$$

By the definition of effective mass, the last term must equal $\hbar^2k^2/(2m\,m_0)$. Hence

$$
A^2=\frac{\hbar^2E_g}{2m\,m_0}. \tag{2}
$$

The negative root of (1) gives the same curvature with the opposite sign, as the symmetry requires. Numerically,

$$
A=\sqrt{\frac{0.07620\times1.42}{2\times0.067}}\ \text{eV nm}=0.8986\ \text{eV nm}.
$$

### Continuation into the gap

For $|E|<E_g/2$, equation (1) requires $k^2<0$. Put $k=i\kappa$ with $\kappa>0$. The factor $e^{ikz}$ becomes $e^{-\kappa z}$, which decays into the semiconductor. The other root, $k=-i\kappa$, grows with $z$ and is excluded because the semiconductor is thick. Since $k^2=-\kappa^2$, equation (1) becomes

$$
\kappa(E)=\frac{1}{A}\sqrt{\left(\frac{E_g}{2}\right)^2-E^2}. \tag{3}
$$

This is the complex band that joins the two edges: $\kappa$ is zero at both edges and largest halfway between them. Midgap states therefore have the shortest tails in this model.

At $E=0$, equations (3) and (2) give

$$
\kappa=\frac{E_g}{2A}
=\frac{E_g}{2}\,\frac{\sqrt{2m\,m_0}}{\hbar\sqrt{E_g}}
=\frac{1}{\hbar}\sqrt{\frac{m\,m_0E_g}{2}} .
$$

From here on, $\kappa$ without an argument means this midgap value.

The two components share the same exponential. The first row of $(H-E)\psi=0$ at midgap reads

$$
\frac{E_g}{2}\,a+iA\kappa\,b=0 .
$$

Because $A\kappa=E_g/2$, it follows that $a=-ib$ and $|a|=|b|$. The midgap tail is half conduction-like and half valence-like. If the envelopes hardly changed over a cell, the cross terms between the two orthogonal Bloch functions would average to zero and leave $|a|^2+|b|^2$. Here the tail is only about as long as a typical lattice constant, so a small cross term can remain. It does not alter the decay. Both envelopes carry the factor $e^{-\kappa z}$, and the products of Bloch functions repeat in every cell, so each term in the density falls by the same factor from one cell to the next. From cell to cell the averaged density therefore follows $e^{-2\kappa z}$, and

$$
\boxed{L=\frac{1}{2\kappa}=\frac{A}{E_g}=\frac{\hbar}{\sqrt{2m\,m_0E_g}}} \tag{4}
$$

For the given values,

$$
\kappa=\frac{1.42}{2\times0.8986}\ \text{nm}^{-1}=0.790\ \text{nm}^{-1},
\qquad
L=\frac{0.8986}{1.42}\ \text{nm}=0.633\ \text{nm},
$$

or about 12.0 bohr. The amplitude decay length, $1/\kappa=1.27$ nm, is twice as long; a quoted length must say which of the two it is. Relative to its value at the contact, the density is 0.206 at 1 nm, 0.042 at 2 nm and $3.7\times10^{-4}$ at 5 nm.

### A junction with a gapless region

The metal supplies the state, but in this model it does not set the decay constant. To see this in a complete junction, let the diagonal terms $\pm E_g/2$ vanish for $z<0$ and keep $A$ the same everywhere. The left side is then a gapless conductor, a simple stand-in for a metal.

This junction was solved by finite differences, with 40 nm of conductor and 25 nm of semiconductor. The two components were placed on interleaved grids, each with a spacing of 0.02 nm. Diagonalization gives 14 levels within 0.5 eV of midgap. For each one, a straight line was fitted to the logarithm of the conduction-component density between 1 and 4 nm inside the semiconductor. The level nearest midgap lies at 0.0173 eV and has a decay length of 0.6330 nm. Over all 14 levels, the fitted lengths differ from $1/[2\kappa(E)]$ by at most about one part in $10^5$.

## Comparison of the estimate and the solution

The estimate has the right dependence on mass and gap, as it must, but its pure number is wrong:

$$
\frac{L}{L_{\rm p}}
=\frac{\hbar/\sqrt{2m\,m_0E_g}}{\hbar/(2\sqrt{m\,m_0E_g})}
=\sqrt2 .
$$

The one-band length is thus 29% shorter than the two-band length.

The origin of the factor appears when the energy is measured down from the conduction edge. Let $E=E_g/2-\delta$. Then

$$
\left(\frac{E_g}{2}\right)^2-\left(\frac{E_g}{2}-\delta\right)^2
=E_g\delta-\delta^2 .
$$

Dividing by $A^2$ from (2) gives

$$
\kappa(E)^2=\frac{2m\,m_0}{\hbar^2}\,\delta\left(1-\frac{\delta}{E_g}\right). \tag{5}
$$

The factor before the bracket is the parabolic result. The bracket is the effect of the valence band: it bends the curve so that $\kappa$ returns to zero at the valence edge, $\delta=E_g$. Close to the conduction edge, $\delta\ll E_g$, the bracket is nearly one and the one-band estimate is good. At midgap it equals $1/2$, which lowers $\kappa$ by $\sqrt2$ and lengthens the tail by the same factor.

The form $L=A/E_g$ also shows that a comparison of gaps depends on what is held fixed. At fixed edge mass, $L$ varies as $E_g^{-1/2}$. At fixed coupling $A$, the edge mass is itself proportional to $E_g$ by (2), and $L$ varies as $E_g^{-1}$.

## A second case: the sum over in-plane motion

A real contact also supplies electrons that move parallel to the interface. Let $q$ be the magnitude of their in-plane wave number. An isotropic extension of the model has four components,

$$
H=\frac{E_g}{2}\beta+A(\alpha_xk_x+\alpha_yk_y+\alpha_zk_z),
$$

where the four matrices each square to one and anticommute with one another. In $H^2$ the cross terms cancel, leaving

$$
E^2=\left(\frac{E_g}{2}\right)^2+A^2(q^2+k_z^2).
$$

At midgap, setting $k_z=i\kappa_q$ gives

$$
\kappa_q^2=\kappa^2+q^2 .
$$

In-plane motion therefore shortens the tail. Suppose that every in-plane state has the same density at the contact. The number of states between $q$ and $q+dq$ is proportional to $q\,dq$, so the summed density is

$$
N(z)\propto\int_0^\infty q\,e^{-2\kappa_qz}\,dq .
$$

Use $s=\kappa_q$ as the variable. Since $s^2=\kappa^2+q^2$, we have $s\,ds=q\,dq$, and integration by parts gives

$$
N(z)\propto\int_\kappa^\infty s\,e^{-2sz}\,ds
=e^{-2\kappa z}\left(\frac{\kappa}{2z}+\frac{1}{4z^2}\right)
=e^{-2\kappa z}\,\frac{1+2\kappa z}{4z^2}.
$$

This is not a pure exponential, so define a local decay length $\ell(z)$ by $1/\ell=-d\ln N/dz$:

$$
\frac1{\ell(z)}=2\kappa+\frac2z-\frac{2\kappa}{1+2\kappa z}.
$$

Insert $2\kappa=1/L$. The last term becomes $1/(L+z)$, and

$$
\frac1{\ell(z)}=\frac1L+\frac2z-\frac1{L+z}
=\frac1L+\frac{z+2L}{z(z+L)} . \tag{6}
$$

The added term is positive at every finite depth, so $\ell<L$. Far inside it tends to $1/z$, and $\ell$ approaches $L$ slowly. At 1 nm,

$$
\frac1\ell=\left(\frac1{0.6328}+\frac{2.2656}{1.6328}\right)\text{nm}^{-1}
=2.97\ \text{nm}^{-1},
$$

so $\ell=0.337$ nm, 47% below $L$. At 2 nm it is 0.454 nm, 28% below, and at 5 nm it is 0.555 nm, still 12% below. Equation (4) describes the slowest tail at midgap, not the total midgap density close to the metal.

The value at 1 nm is a rough guide. At $q=1$ nm$^{-1}$ the coupling energy $Aq$ is already 0.9 eV, comparable with the gap, and a two-band description becomes uncertain. Starting the integral at $s=\sqrt{\kappa^2+q^2}$ instead of $\kappa$ shows that wave numbers above 1 nm$^{-1}$ supply about half of the summed density at 1 nm, so this uncertainty bears directly on the 47%. Wave numbers above 5 nm$^{-1}$ supply only about 0.08%. Closer to the contact the sum grows as $1/z^2$ without bound, because equal weight was given to every $q$; a real metal supplies only a finite range of $q$, and (6) should not be used there.

## The model beside a real contact

The chosen gap is that of GaAs at room temperature. The mass 0.067 is the usual low-temperature value; at room temperature it is nearer 0.063, which by (4) would give $L=0.653$ nm, 3% longer. The assumption that changes the number most, among those sized here, is the restriction to $q=0$. The other corrections below are each applied alone, at $q=0$, and compared with $L=0.633$ nm.

- **Unequal masses.** Add the free-electron term $\hbar^2k^2/(2m_0)$ to both diagonal elements and reduce the coupling to keep the conduction mass at 0.067. The conduction curvature then requires $A'^2=E_g(\hbar^2/2m_0)(1/m-1)$ for the new coupling $A'$. The hole mass $m_h$ follows from $1/m_h=1/m-2$, which gives 0.077, comparable with the light-hole mass of GaAs, which depends on direction (about 0.09 along [001] and 0.08 along [111]), so the change found here indicates a size and is not a value for a given contact orientation. With $k^2=-\kappa^2$ and $E=0$, the determinant condition is $(\hbar^2\kappa^2/2m_0)^2=(E_g/2)^2-A'^2\kappa^2$. Its positive root for $\kappa^2$ gives $L=0.612$ nm, a change of $-3.3\%$. The negative root is a propagating wave with $k=22.8$ nm$^{-1}$. It arises because the added term bends the valence band upward at large $k$, far outside the small-$k$ range in which the model is meant to hold, and it is discarded.

- **Split-off valence band.** Place a third band at $\Delta=0.34$ eV, a rough value, below the valence edge. Let the squared couplings of the conduction band to the upper and split-off bands be in the ratio 2:1, with total $B^2k^2$. For energy $\varepsilon$ above the valence edge, eliminating the two valence amplitudes gives
$$
\varepsilon-E_g=B^2k^2\left[\frac{2/3}{\varepsilon}+\frac{1/3}{\varepsilon+\Delta}\right]
=B^2k^2\,\frac{\varepsilon+2\Delta/3}{\varepsilon(\varepsilon+\Delta)} .
$$
Setting $\varepsilon=E_g$ on the right fixes $B^2$ by the conduction mass; setting $\varepsilon=E_g/2$ and $k^2=-\kappa^2$ then gives $L=0.618$ nm, a change of $-2.4\%$.

- **Energy away from midgap.** At 0.2 eV from midgap, equation (3) gives 0.660 nm, a change of $+4.2\%$.

- **Heating.** A rough gap slope of $-0.45$ meV/K lowers the gap to 1.375 eV after heating by 100 K. With $A$ held fixed, $L=A/E_g$ rises to 0.654 nm, by 3.3%.

- **Depletion field.** A rough field of 0.15 MV/cm, or 0.015 V/nm, changes the potential energy by 9.5 meV over one length $L$. Using that shift as $E$ in (3) changes the local decay length by about 0.01%. This small figure holds only at midgap and next to the contact, where the effect is second order in the shift. The shift grows with depth: at 5 nm it is 75 meV and the change is between half a percent and one percent. At 0.2 eV from midgap the effect is first order, and the same 9.5 meV changes the length by about 0.4%. Heavier doping gives a stronger field and a larger change.

These calculations omit the heavy-hole branch, the remote bands, the side valleys, crystal anisotropy and the actual mixture of in-plane states supplied by a particular metal. They also omit any interfacial layer or chemical reaction at the contact. The result of 0.63 nm is therefore the decay length of one well-defined midgap tail, and should not be used by itself as the depth of all the gap-state charge in a device.
